Multiphonon decay of an f-shell ion in the Huang-Rhys model

Hartree atomic units are used, ħ = e = mₑ = 4πε₀ = 1, so that energies are in Eh, rates are in inverse atomic time units (one time unit is 2.41888×10⁻¹⁷ s), and c = 137.036. An f-shell ion has an emitting level e and a next lower level g. The zero-phonon gap between them is Δ = pω, where ω is the phonon frequency and p is the phonon number. W(p) is the rate of nonradiative decay from e to g, and A is the radiative rate of e. At temperature T a mode of frequency ω has Boltzmann ratio r = exp(−ω/kT), populations P_m = (1 − r)r^m and mean occupation n = r/(1 − r), so that n + 1 = 1/(1 − r) and n/(n + 1) = r.

The Huang-Rhys model has two kinds of harmonic mode, both of frequency ω. The accepting mode, with operators b and b†, has an equilibrium position that differs between e and g. With zero-point energies dropped and h = ωb†b,

H_e = Δ + h,  H_g = h + ω√S (b + b†) + ωS.  (1)

The dimensionless number S is the Huang-Rhys factor, and weak coupling means S ≪ 1, the regime of the shielded 4f shell. The levels e and g are eigenstates of the static crystal field, so their coupling vanishes at equilibrium and begins at first order in a displacement. That displacement belongs to the promoting mode, with operators a and a†, which is taken to be undisplaced:

H′ = V X (|g⟩⟨e| + |e⟩⟨g|),  X = a + a†.  (2)

V² is averaged over the Stark components of e and summed over those of g. The rate is taken to first order in the golden rule. Anharmonicity, changes of frequency between e and g, and higher-order paths through other electronic levels are left out.

Multiplying out (b† + √S)(b + √S) gives b†b + √S(b + b†) + S, so H_g = ω(b† + √S)(b + √S). Since b + √S obeys the same commutation rule as b, H_g has eigenvalues kω, and Δ is the gap between the two vibrational ground states. The value ⟨0|H_g|0⟩ = Sω in the vibrational ground state of e is the relaxation energy. For operators P and Q whose commutator is a number, e^P e^Q = e^{P+Q} e^{[P,Q]/2}. Applied to the displacement operator D(β) = exp(βb† − β*b), with [b, b†] = 1, this gives

D(β) = e^{βb†} e^{−β*b} e^{−|β|²/2},  D(α)D(β) = D(α + β) exp[(αβ* − α*β)/2],

and the commutator series, which stops after one term, gives D(β)† b D(β) = b + β. Hence H_g = D(√S)† h D(√S).

The golden rule is W = 2π Σ_i P_i Σ_f |⟨f|H′|i⟩|² δ(E_i − E_f). Writing δ(E) = (1/2π)∫dt e^{iEt}, letting the energy phases come from the Hamiltonians acting on their eigenstates, and closing the sum over f gives a thermal trace, which factorizes because the two modes are independent:

W = V² ∫dt e^{iΔt} C(t) G(t),  G(t) = ⟨e^{iht} e^{−iH_g t}⟩,  C(t) = ⟨X(t)X(0)⟩.  (3)

For the promoting mode X(t) = a e^{−iωt} + a† e^{iωt}. Only ⟨aa†⟩ = n + 1 and ⟨a†a⟩ = n survive the thermal average, so

C(t) = (n + 1)e^{−iωt} + n e^{iωt}.  (4)

For the accepting mode e^{−iH_g t} = D(−√S) e^{−iht} D(√S), because D(β)† = D(−β). The relation e^{iht} b† e^{−iht} = b† e^{iωt} turns e^{iht} D(−√S) e^{−iht} into D(−√S e^{iωt}). The product rule with α = −√S e^{iωt} and β = √S has αβ* − α*β = −S e^{iωt} + S e^{−iωt} = −2iS sin ωt, so

G(t) = exp(−iS sin ωt) ⟨D(γ)⟩,  γ = √S (1 − e^{iωt}),  |γ|² = 2S(1 − cos ωt).

In the ordered form of D(γ) only terms with equal powers of b† and b have diagonal elements, and ⟨m|b†^k b^k|m⟩ = m!/(m − k)!. The thermal average of this is (1 − r) r^k (d/dr)^k Σ_m r^m = (1 − r) r^k k!/(1 − r)^{k+1} = k! n^k. Therefore

⟨D(γ)⟩ = e^{−|γ|²/2} Σ_k (−|γ|²)^k k! n^k/(k!)² = exp[−|γ|²(n + ½)].

The exponent of G is −S(2n + 1) + S(2n + 1)cos ωt − iS sin ωt. In exponentials, the coefficient of e^{iωt} is S(n + ½) − S/2 = Sn and that of e^{−iωt} is S(n + ½) + S/2 = S(n + 1):

G(t) = exp[−S(2n + 1) + S(n + 1)e^{−iωt} + Sn e^{iωt}].  (5)

For several accepting modes the trace factorizes and the exponents add, so modes of equal frequency act as one mode with S = Σ_j S_j.

Define line weights by G(t) = Σ_q L_q e^{−iqωt}, so that L_q is the probability that the accepting mode gains q quanta, and set x = S(n + 1). Expanding the two exponentials in (5), a net phase e^{−iqωt} with q ≥ 0 arises from q + k emission factors and k absorption factors:

L_q = e^{−S(2n+1)} Σ_{k≥0} x^{q+k} (Sn)^k / [k! (q + k)!].  (6)

Since x^{q+k}(Sn)^k = ((n + 1)/n)^{q/2} u^{q+2k} with u = S√(n(n + 1)), comparison with the series I_q(2u) = Σ_k u^{q+2k}/[k!(q + k)!] gives L_q = e^{−S(2n+1)} ((n + 1)/n)^{q/2} I_q(2u). A net loss of q quanta interchanges the two factors, and x^k (Sn)^{q+k} = r^q x^{q+k}(Sn)^k gives detailed balance, L_{−q} = e^{−qω/kT} L_q. At T = 0 only k = 0 remains and L_q = e^{−S}S^q/q! is a Poisson distribution.

Inserting (4) and the expansion of G in (3) gives

W(Δ) = 2πV² Σ_q L_q [(n + 1) δ(Δ − (q + 1)ω) + n δ(Δ − (q − 1)ω)].

This is a comb of delta functions, and a finite rate needs a convention. Stark splittings and site variations spread the gap, and here the rate is averaged uniformly over the window pω ± ω/2. Each delta function inside the window contributes 1/ω; the first term has q = p − 1 there and the second q = p + 1:

W(p) = W₀ [(n + 1) L_{p−1} + n L_{p+1}],  W₀ = 2πV²/ω.  (7)

In the first term the promoting mode emits one quantum and the accepting mode takes p − 1. In the second the promoting mode gives up a quantum and the accepting mode takes p + 1. The numerical check checks (5), (6), the Bessel form, detailed balance, the additivity of S and (7) against explicit thermal sums over overlaps from a numerical diagonalization of H_g. For S = 0.05 at three temperatures and for S = 2, n = 1, the rates for p = 1 to 8 agree with (7) to a relative 10⁻⁵.

The window average survives phonon dispersion only if the band is narrow. At T = 0, let the total S be spread over a Gaussian band of mean ω and width σ. The sum Σ_j S_j e^{−iω_j t} in the exponent becomes S exp(−iωt − σ²t²/2), whose q-th power is the transform of a Gaussian centred at qω with width σ√q. The weight in window q then departs from L_q in two ways: peak q loses its tails to the adjacent windows, and the neighbouring peak q − 1, larger by L_{q−1}/L_q = q/S, reaches into window q. For q = 4 and S = 0.05 that ratio is 80. Numerical evaluation of the time integral gives a window weight of 1.0000000 L₄ for σ = 0.04ω and 3.08 L₄ for σ = 0.15ω, and the second value matches the sum of the Gaussian peaks over the window to a relative 10⁻⁶. In such a band and at such q the gap is bridged by fewer phonons from the upper edge, and L_q evaluated at the mean frequency underestimates the window weight. For σ = 0.15ω the excess begins at q = 3 and grows with q; at q = 1 and 2 the weight stays within about 0.1 % of L_q, at q = 2 only because a loss of 1.8 % from its own tails nearly cancels a gain of 1.7 % from peak 1.

The weak-coupling form follows from the first terms of (6). With z = S²n(n + 1), the k = 1 term of L_{p−1} relative to the k = 0 term is x·Sn/p = z/p, so

(n + 1)L_{p−1} = e^{−S(2n+1)} (n + 1)^p S^{p−1}/(p − 1)! · [1 + z/p + O(z²)].

The leading part of nL_{p+1} is e^{−S(2n+1)} n (n + 1)^{p+1} S^{p+1}/(p + 1)!, which is the same prefactor times z/[p(p + 1)]. Adding, 1/p + 1/[p(p + 1)] = (p + 2)/[p(p + 1)], and

W(p) = W₀ e^{−S(2n+1)} (n + 1)^p S^{p−1}/(p − 1)! · [1 + ε_p + O(z²)],  ε_p = z(p + 2)/[p(p + 1)].  (8)

At T = 0 the bracket is exactly 1, so

W(T)/W(0) = (n + 1)^p e^{−2Sn} [1 + ε_p + O(z²)].  (9)

Each of the p emitted quanta, the promoting one included, carries the factor n + 1 of spontaneous plus stimulated emission. The factor e^{−2Sn} is the thermal growth of the Debye-Waller depletion, which keeps Σ_q L_q = G(0) = 1. The term ε_p counts paths in which a thermal phonon is absorbed and an extra one emitted. The bare law (n + 1)^p = [1 − exp(−ω/kT)]^{−p} therefore needs 2Sn ≪ 1 and z ≪ p. Within those limits it tends to 1 for kT ≪ ω and to (kT/ω)^p for kT ≫ ω. The program confirms that the relative deviation of the diagonalized rate from the leading term equals ε_p within 0.1 % of ε_p for p = 3, 4, 5 at 300 and 600 K. At S = 2, n = 1, p = 5 both conditions fail, since 2Sn = 4 and ε₅ = 8·7/30 exceeds one, and the computed W(T)/W(0) is only 0.091 of (n + 1)⁵. W is the one-way rate from e to g; thermal return from g is not included. As S → 0 only p = 1 survives, with W = W₀(n + 1).

The dependence on the gap follows from the leading term of (8), for which

W(p + 1)/W(p) = x/p.  (10)

A pure exponential would need a constant ratio, so the energy-gap law can hold only locally. A closed form needs an approximation to (p − 1)! = Γ(y + ½), with y = p − ½. Define φ(y) = ln Γ(y + ½) − (y ln y − y). From Γ(y + 3/2) = (y + ½)Γ(y + ½), and because y ln y − y is the antiderivative of ln y, with m = y + ½,

φ(y + 1) − φ(y) = ln m − ∫_{−½}^{½} ln(m + s) ds = 1/(24m²) + 1/(320m⁴) + …,

where the even terms −s²/(2m²) and −s⁴/(4m⁴) of ln(1 + s/m) were integrated and the odd terms vanish. Sum this over m = y + ½, y + 3/2, and so on. The identity 1/(m − ½) − 1/(m + ½) = 1/m² + 1/(4m⁴) + … telescopes to 1/y, and Σ m⁻⁴ ≈ 1/(3y³), so Σ m⁻² = 1/y − 1/(12y³) + …. The total is 1/(24y) − 1/(288y³) + 1/(960y³) = 1/(24y) − 7/(2880y³). For the limit φ(∞), substitute u = y e^s in Γ(y + ½) = ∫u^{y−½}e^{−u}du, which gives y^{y+½}∫exp(ys − ye^s + s/2)ds. For large y the exponent is −y − ys²/2 near s = 0, the integral tends to e^{−y}√(2π/y), and φ(∞) = ½ ln 2π. Thus

Γ(y + ½) = √(2π) y^y e^{−y} exp[−1/(24y) + 7/(2880y³) − …].  (11)

The program checks against explicit factorials from 2! to 10! that the remainder after the 1/(24y) term lies between 0 and 7/(2880y³). Writing (n + 1)^p S^{p−1} = (n + 1)x^{y−½} in (8) and dropping the last factor of (11) and ε_p,

W(p) ≈ W₀ (n + 1) e^{−S(2n+1)} (2πx)^{−½} exp{−y[ln(y/x) − 1]},  (12)

which lies below (7) by the relative amount 1/(24y) + ε_p to leading order. Differentiating the exponent, −d ln W/dp = ln(y/x) − 1 + 1 = ln(y/x). The tangent at p₀, with y₀ = p₀ − ½, is the energy-gap law:

W ≈ B e^{−αΔ},  α = ln(y₀/x)/ω,  B = W(p₀) e^{αp₀ω}.  (13)

The exponent α is positive when y₀ > x. It depends on S, T and the gap only through a logarithm, and at T = 0 and fixed gap on ω somewhat faster than 1/ω, with d ln α/d ln ω = −1 − p₀/[y₀ ln(y₀/x)], about −1.25 for p₀ = 5 and S = 0.05. It is therefore close to a constant of the host over a limited range of gaps. With f(y) = −y ln(y/x) + y, the departure from the tangent is f(y) − f(y₀) + (y − y₀)ln(y₀/x). The terms in ln x cancel, and the terms in ln y₀ combine to y ln y₀:

ln(W/W_tangent) = −y ln(y/y₀) + y − y₀ ≈ −(p − p₀)²/(2y₀).  (14)

The form (12) falls below its tangent on both sides, and by (10) so does the leading term of (8) at every integer p ≠ p₀, since p₀ − 1 < y₀ < p₀. B is an extrapolation to zero gap and depends on p₀; it is not the rate of any process.

The choice of ω among the frequencies of a real lattice can be settled at T = 0. By (5), mode j emits k_j quanta with Poisson weight S_j^{k_j}/k_j!, subject to Σ_j ω_j k_j = E, the energy taken up by the accepting modes. Multiplying every weight by exp(τΣ_j ω_j k_j) leaves the relative weights at fixed E unchanged and turns the Poisson means into S_j e^{ω_jτ}. Choosing τ so that the mean energy of this tilted distribution equals E,

Σ_j S_j ω_j e^{ω_jτ} = E,  (15)

makes the terms of the sum estimates of the energy carried by each mode, averaged over the range of E that the tilted distribution covers. At a single E the discreteness of the quanta can dominate: for frequencies 10 and 9, E = 45 is reached only by five low quanta and E = 50 only by five high ones. The same equation is the stationary point t = iτ of the exponent iEt + Σ_j S_j e^{−iω_j t} in the time integral. When E greatly exceeds the relaxation energy Σ_j S_jω_j, τ is positive and the high frequencies are favoured exponentially. For two modes with frequencies 2:1 and S = 0.05 each, and E in units of the low quantum, (15) reads 2Sζ² + Sζ = E with ζ = e^τ. At E = 10.5 the share 2Sζ²/E of the high mode is 0.952. Explicit sums give 0.977 at E = 10 and 0.902 at E = 11, on either side of it; an odd E forces at least one low quantum and caps the share at 10/11. By (15) the averaged shares of two modes stand in the ratio (S₁ω₁/S₂ω₂)e^{(ω₁−ω₂)τ}. The frequency in (13) is therefore the highest one with appreciable S_j when it lies more than about 1/τ above the others; modes closer than that share the energy comparably, and a high mode with much smaller S_j competes according to the same ratio.

The radiative rate comes from the golden rule for photon emission in a non-dispersive medium of index η and volume 𝒱. The electric and magnetic energies of a mode are equal, so its zero-point energy gives (η²/4π)𝒱E₀² = ω_r/2 and E₀² = 2πω_r/(η²𝒱), with ω_r the photon frequency. The number of modes per polarization is 𝒱k²(dk/dω)dΩ/(2π)³ with k = ηω_r/c. The field at the ion is taken from the Lorentz virtual-cavity model. A spherical cavity in a medium with polarization P = (η² − 1)E/4π carries surface charge −P cos θ, whose field at the centre is P∫cos²θ dΩ = 4πP/3 along E, so the local field is fE with f = 1 + (η² − 1)/3 = (η² + 2)/3. The two polarizations give Σ|ε·d|² = |d|² sin²θ, whose angular integral is 8π|d|²/3. Then

A = 2π · [η³ω_r²/(8π³c³)] · (2πω_r/η²) · f² · (8π/3)|d|² = (4/3) η f² ω_r³ |d|²/c³.

With the 2J + 1 components of e equally populated, |d|² = S_ED/(2J + 1), where the line strength S_ED is summed over all initial and final components. Judd-Ofelt theory supplies S_ED and is used here as an input: odd crystal-field terms mix opposite parity into the f states, and closure over the admixed configurations leaves S_ED = Σ_{λ=2,4,6} Ω_λ |⟨‖U^λ‖⟩|². Hence

A = 4ω_r³ η(η² + 2)² S_ED / [27c³(2J + 1)].  (16)

The program reproduces (16) by angular quadrature with explicit polarization vectors. Magnetic-dipole decay and any temperature dependence of A are neglected. If e emits mainly to levels far below g, which the factor ω_r³ favours, then ω_r is not tied to the gap and A is independent of p, and this case is taken first, with all emission lumped into one line.

By (10), the leading term of W falls from each integer p to the next for p > x. Continued to non-integer p with Γ(p) in place of (p − 1)!, it has slope −d ln W/dp = ψ(p) − ln x, where ψ(p) = Γ′(p)/Γ(p) exceeds ln y, so it falls monotonically for y > x. In that range W = A has at most one root p*, and it has one when W exceeds A at the lower end of the range. Multiphonon decay is the faster process for p < p*: it overtakes radiation as the gap shrinks. Non-integer p is defined by replacing the factorials in (6) with Γ functions. This is an interpolation convention, and the statement free of it is the pair of integers that bracket p*. Setting (12) equal to A and taking logarithms,

y ln(y/(ex)) = Λ,  Λ = ln[(W₀/A)(n + 1) e^{−S(2n+1)}/√(2πx)].

Put v = ln(y/(ex)), so that y = ex e^v and v e^v = Λ/(ex). For Λ > 0 the solution is the principal Lambert function, v = 𝒲(Λ/(ex)), defined by 𝒲e^𝒲 equal to its argument, and y = Λ/v:

p* = ½ + Λ/𝒲(Λ/(ex)).  (17)

The slope at the crossing is ln(y/x) = 1 + 𝒲. A change δ in ln(W/A) moves the root by δ/ln(y/x), and three results follow. Formula (17) lies below the root of the interpolated (7) by [1/(24y) + ε_p]/ln(y/x), which the program confirms within 5 % of that shift. The sensitivity is dp*/d ln(W₀/A) = 1/ln(y/x), confirmed by finite differences within 1 %. Heating raises p* by about [p* ln(n + 1) − 2Sn]/ln(y/x), from (9), with p* taken at 0 K and the slope ln(y/x) at the higher temperature.

The example uses round model parameters and represents no particular material: ω = 0.0025 Eh (548.7 cm⁻¹), S = 0.05, V = 2×10⁻⁵ Eh, ω_r = 0.08 Eh, η = 1.6, J = 9/2, Ω₂, Ω₄, Ω₆ = 0.002, 0.001, 0.001 bohr² and |U^λ|² = 0.2, 0.3, 0.3. The line strength is 0.0004 + 0.0003 + 0.0003 = 1.000×10⁻³ bohr². The local-field factor is f = (2.56 + 2)/3 = 1.52, and ηf² = 3.6966. Then

A = (4/3)(3.6966)(0.08)³(10⁻³/10)/(137.036)³ = 9.81×10⁻¹⁴,

which is 4.05×10³ s⁻¹, a radiative lifetime of 0.247 ms. The prefactor is W₀ = 2π(2×10⁻⁵)²/0.0025 = 1.005×10⁻⁶, or 4.16×10¹⁰ s⁻¹, and W₀/A = 1.025×10⁷.

At 0 K, W(5) = W₀e^{−0.05}(0.05)⁴/4! = 2.490×10⁻¹³, or 1.03×10⁴ s⁻¹. By (10), W(6) = W(5)·0.05/5 = 2.490×10⁻¹⁵, or 103 s⁻¹. The ratio W/A runs through 1.22×10⁴, 203, 2.54, 0.0254, 2.1×10⁻⁴ and 1.5×10⁻⁶ for p = 3 to 8. The slope at p₀ = 5 is ln(4.5/0.05) = 4.500, against ½ ln[W(4)/W(6)] = 4.494 from the diagonalized rates. This gives α = 4.500/0.0025 = 1800 Eh⁻¹, or 8.2×10⁻³ cm, and B = W(5)e^{5×4.4998} = 1.47×10⁻³, three orders of magnitude above W₀. The slope drifts from 3.91 at p = 3 to 5.01 at p = 8. The rate is 0.59 of the tangent value at p = 3 and 0.43 of it at p = 8, in agreement with the first form of (14) within 0.015 in the logarithm; the quadratic form gives 0.64 and 0.37 and serves only nearer p₀. A straight line thus describes a rate that falls by ten orders of magnitude to within a factor of about two.

At 300 K, ω/kT = 2.6315 and n = 0.07756, so (n + 1)⁵ = 1.4528, e^{−2Sn} = 0.99227 and ε₅ = 4.9×10⁻⁵. Their product 1.4528 × 0.99227 × 1.00005 is 1.4416, the exact ratio W(T)/W(0). At 600 K, n = 0.36664 and 4.7673 × 0.96400 × 1.00029 = 4.597, again the exact value. The bare factor (n + 1)⁵ exceeds the exact ratio by about 0.8 % of it at 300 K and 3.7 % at 600 K, almost wholly because of e^{−2Sn}.

For the crossing at 0 K, x = 0.05 and Λ = ln(1.0252×10⁷) − 0.05 − ½ ln(0.1π) = 16.672. The argument Λ/(ex) is 122.67, for which 𝒲 = 3.5442, and p* = 0.5 + 16.6719/3.5442 = 5.2040. The numerical root of the interpolated (7) is 5.2060, and the predicted shift 1/(24 × 4.706 × 4.5446) = 0.002 accounts for the difference. The four decimals serve only this comparison. The result is p* ≈ 5.2, a gap of 0.0130 Eh or about 2860 cm⁻¹, with W(5) > A > W(6). At 300 K and 600 K the roots are 5.29 and 5.58 (about 2900 and 3060 cm⁻¹), and the estimate (5.206 ln 1.36664 − 2 × 0.05 × 0.36664)/4.31 = 0.37 reproduces the rise at 600 K. The bracket remains 5 and 6 at all three temperatures. The quantum yield A/(A + W), with no other decay channel, is 1/(1 + 2.539) = 0.28 at p = 5 and 0.98 at p = 6 at 0 K; it is 0.21 and 0.96 at 300 K, and 0.079 and 0.86 at 600 K. These rates and yields assume a single sharp frequency. An accepting band with σ = 0.15ω multiplies W(5) by 3.08 and W(6) by 5.6 at 0 K, which lowers the yields to 0.11 and 0.87 and leaves the bracket at 5 and 6.

The crossing is not a universal number. A factor of ten in W₀/A moves it by ln 10/4.5446 = 0.51 phonon at 0 K. Multiplying W₀/A by 0.01, 1 and 100 gives p* = 3.61, 4.50, 5.35 for S = 0.02, then 4.17, 5.21, 6.20 for S = 0.05, and 4.75, 5.94, 7.06 for S = 0.1. Four decades in W₀/A and a factor of five in S together spread p* from about 3.6 to 7.1.

If g is the only lower level, the photon must span the same gap, and at fixed S_ED (16) gives A(p) = A·(pω/ω_r)³. Then Λ depends on p through −3 ln p, and (17) becomes a fixed-point equation p = F(p). The sensitivity formula gives dF/dp = −3/[p ln(y/x)], well below one in magnitude for p and slope both near five, so iteration converges. With the same parameters at 0 K it gives 6.257, against 6.259 for the numerical root. The radiative rate at that point is 9.81×10⁻¹⁴ × (6.2586 × 0.0025/0.08)³ = 7.34×10⁻¹⁶, or 30 s⁻¹, and the bracket moves up by one, to W(6) > A(6) and W(7) < A(7).

Numbers as computed

```
w = 0.0025 Eh = 548.7 cm^-1; S = 0.05; V = 2e-05 Eh
wr = 0.08 Eh; eta = 1.6; J = 4.5; c = 137.0360 au
Omega = [0.002 0.001 0.001] bohr^2; U^2 = [0.2 0.3 0.3]; S_ED = 1.000e-03 bohr^2
kB = 3.16681e-06 Eh/K; time unit = 2.41888e-17 s
local field = 1.5200; eta*local^2 = 3.6966
A = 9.8065e-14 au = 4.0541e+03 1/s; 1/A = 0.2467 ms
W0 = 1.0053e-06 au = 4.1561e+10 1/s; W0/A = 1.0252e+07
p=3: W(0,300,600 K) = 1.1954e-09, 1.4842e-09, 2.9428e-09 au; W(0)/A = 1.219e+04
p=4: W(0,300,600 K) = 1.9923e-11, 2.6654e-11, 6.7019e-11 au; W(0)/A = 203.2
p=5: W(0,300,600 K) = 2.4903e-13, 3.5901e-13, 1.1448e-12 au; W(0)/A = 2.539
p=6: W(0,300,600 K) = 2.4903e-15, 3.8685e-15, 1.5644e-14 au; W(0)/A = 0.02539
p=7: W(0,300,600 K) = 2.0753e-17, 3.4737e-17, 1.7816e-16 au; W(0)/A = 0.0002116
p=8: W(0,300,600 K) = 1.4823e-19, 2.6737e-19, 1.7391e-18 au; W(0)/A = 1.512e-06
W(p=5,0 K) = 1.0295e+04 1/s; W(p=6,0 K) = 1.0295e+02 1/s
p=5, 0 K: slope ln(y/x) = 4.4998; half ln(W4/W6) = 4.4936
alpha = 1799.9 1/Eh = 8.2011e-03 cm
tangent prefactor B = 1.4705e-03 au
W/W_tangent: p=3 0.5926; p=8 0.4339
slope ln(y/x) at 0 K: p=3 3.9120; p=8 5.0106
T=300 K: w/kT = 2.6315; n = 0.07756; (n+1)^5 = 1.4528
  exp(-2Sn) = 0.99227; first correction = 4.875e-05; exact W(T)/W(0) = 1.4416
T=600 K: w/kT = 1.3157; n = 0.36664; (n+1)^5 = 4.7673
  exp(-2Sn) = 0.96400; first correction = 2.923e-04; exact W(T)/W(0) = 4.5970
S=2, n=1, p=5: [W(T)/W(0)]/(n+1)^5 = 0.0911
window weight/L_4: sigma=0.04w 1.0000000; sigma=0.15w 3.0768
high-mode share: gap 10 quanta 0.9771; 11 0.9017; saddle 10.5 0.9524
T=0 K: x = 0.05000; Lam = 16.6719; Lam/(e x) = 122.665; LambertW = 3.5442
  p* closed = 5.2040; root = 5.2060; gap = 0.01301 Eh = 2856 cm^-1
  slope = 4.5446; shift per decade = 0.5067
  yield A/(A+W): p=5 0.2825; p=6 0.9752
T=300 K: x = 0.05388; Lam = 16.7015; Lam/(e x) = 114.038; LambertW = 3.4874
  p* closed = 5.2891; root = 5.2911; gap = 0.01323 Eh = 2903 cm^-1
  slope = 4.4878; shift per decade = 0.5131
  yield A/(A+W): p=5 0.2145; p=6 0.9620
T=600 K: x = 0.06833; Lam = 16.7914; Lam/(e x) = 90.400; LambertW = 3.3079
  p* closed = 5.5761; root = 5.5781; gap = 0.01395 Eh = 3061 cm^-1
  slope = 4.3083; shift per decade = 0.5345
  yield A/(A+W): p=5 0.0789; p=6 0.8624
0 K, S=0.02: p* for W0/A times 0.01, 1, 100 = 3.61, 4.50, 5.35
0 K, S=0.05: p* for W0/A times 0.01, 1, 100 = 4.17, 5.21, 6.20
0 K, S=0.1: p* for W0/A times 0.01, 1, 100 = 4.75, 5.94, 7.06
A ~ p^3 variant, 0 K: p* iterated = 6.2573; root = 6.2586
  A at that p* = 7.3367e-16 au = 30.33 1/s
```
